Why an isolated FeAs layer unfolds exactly into the one-iron zone

A calculation on an iron arsenide layer begins with a choice of matrix. The crystal cell holds two iron atoms, so the iron d bands call for a ten-orbital Hamiltonian; a five-orbital one in a momentum zone twice as large would be cheaper. At equal density of momenta, the cubic operation count of dense diagonalization is 2 × 5³ = 250 units instead of 10³ = 1000, although for matrices this small the saving in time can be well below a factor of four. The choice also decides at which momentum each orbital is to be compared with a momentum-resolved measurement. If the larger zone were an approximation, both the saving and the comparison would carry an error. For an isolated layer without spin-orbit coupling there is no such error, provided that the momentum of the larger zone is read correctly.

**The layer and its symmetry**

The iron atoms lie in the plane z = 0 at

R = a(n, m), with n and m integers,

where a is the Fe-Fe distance. To each iron site belongs one arsenic atom, over the centre of the adjoining square, at in-plane position R + (a/2, a/2) and height

z = (−1)^(n+m) h.

Arsenic therefore alternates above and below the plane. Electrons move in the potential of these atoms, with no magnetic or other order that breaks the pattern. Spin is left out until later, and atomic units are used in the algebra.

Let T(R) be the translation by R. The translation T(a,0) carries an upper arsenic to a place where the crystal has a lower one, so it is not a symmetry. The true lattice translations are those with n+m even, generated by a(1,1) and a(1,−1). The reflection σ_z, which sends z to −z, also exchanges upper and lower arsenic. Doing both restores the crystal. The symmetry is the glide

G(R) = T(R) σ_z^(n+m).

For even n+m this is an ordinary lattice translation. For odd n+m it contains the reflection.

In-plane translations commute with σ_z, and σ_z² = 1. Hence

G(R) G(R′) = T(R+R′) σ_z^(n+m+n′+m′) = G(R+R′).

The glides thus multiply exactly as the translations of a square lattice with one iron per cell would. They commute with each other and with the Hamiltonian H, so eigenstates of H can be chosen to obey

G(R) ψ = exp(−iq·R) ψ.

The label q takes values in the one-iron zone, −π/a < q_x, q_y ≤ π/a. This is the whole reason why unfolding is exact: the group has as many one-dimensional representations as there are iron atoms, although half of its elements are not pure translations. On a finite periodic crystal the number of irons along each edge must be even, so that the alternation closes on itself.

**Orbitals and the staggered hopping**

Take x and y along the Fe-Fe bonds. Each orbital is multiplied by a sign p under σ_z:

p = +1 for Fe xy, x²−y², z² and As x, y;
p = −1 for Fe xz, yz and As z.

Write |R,μ> for orbital μ on the atom belonging to site R, always with the same axes and signs. The glide acts as

G(R′)|R,μ> = p_μ^(n′+m′) |R+R′,μ>.

Let t_μν(R₁,R₂) = <R₁,μ|H|R₂,ν>. Since p² = 1, the last equation also reads |R₁+R,μ> = p_μ^(n+m) G(R)|R₁,μ>. Inserting this on both sides of H and using G†HG = H gives

t_μν(R₁+R, R₂+R) = (p_μ p_ν)^(n+m) t_μν(R₁,R₂).

Hopping between orbitals of equal parity is the same on every iron site. Hopping between orbitals of opposite parity changes sign from one site to the next. A direct case is the hopping between Fe xy and As z, which is proportional to the product of the three direction cosines of the bond. It reverses when the arsenic moves from above the plane to below it.

The alternating sign can be written as a plane wave. With

Q = (π/a, π/a),

Q·R = π(n+m), so (−1)^(n+m) = exp(iQ·R).

Opposite-parity hopping therefore scatters an electron by Q. This is the physical source of the folding, and also of the shift between the two kinds of orbital.

**The one-iron Hamiltonian**

Let r_μ be the in-plane position of orbital μ relative to its iron site: zero for iron, (a/2, a/2) for arsenic. For N iron sites, define

|q,μ> = N^(−1/2) Σ_R exp[iq·(R+r_μ)] p_μ^(n+m) |R,μ>.

Acting with G(R′) moves R to R+R′ and supplies p_μ^(n′+m′). Renaming the summed site leaves the factor exp(−iq·R′), so these states have glide label q.

Now take the matrix element between |q,μ> and |q′,ν>. Put the first orbital at R₁ = a(n₁,m₁) and the second at R₁+R, and abbreviate s₁ = n₁+m₁, s = n+m. The signs are

p_μ^(s₁) from the left state,
p_ν^(s₁+s) from the right state,
(p_μ p_ν)^(s₁) from the hopping rule.

Every factor with exponent s₁ occurs twice and gives one. What remains is p_ν^s, independent of R₁. The sum over R₁ then contains only exp[i(q′−q)·R₁], which equals N if q′ = q and vanishes otherwise. The Hamiltonian is diagonal in q, with blocks

H_μν(q) = Σ_R exp[iq·(R+r_ν−r_μ)] p_ν^(n+m) t_μν(0,R).

With five iron d and three arsenic p orbitals, each block is 8 × 8. The hopping range was not restricted.

To obtain a five-orbital matrix, arsenic can be eliminated inside each block. Let d and p mark the iron and arsenic components. The second row of the eigenvalue equation gives ψ_p = (E − H_pp)⁻¹ H_pd ψ_d, wherever the inverse exists, and the first becomes

[H_dd + H_dp (E − H_pp)⁻¹ H_pd] ψ_d = E ψ_d.

All matrices here have the same q, so the elimination does not disturb the unfolding. The five-orbital matrix depends on E; replacing E by a fixed energy is a separate approximation, and not always a small one. In the model used below, fixing E at 0 shifts the upper levels by up to about 0.8 eV on a 40 × 40 momentum mesh. An energy-independent matrix with the exact upper levels can be built instead from the five upper eigenvectors of each block, as is done with Wannier functions, provided that their projections on the iron orbitals stay linearly independent. In this model they do at every point of an 80 × 80 mesh, where the smallest singular value of the projections is 0.82.

**Where the orbitals appear in true momentum**

A plane-wave probe does not measure the glide label. For iron, whose atoms all lie at z = 0, it follows how an orbital's amplitude varies from site to site. For that purpose the sum

|K,μ)₀ = N^(−1/2) Σ_R exp[iK·(R+r_μ)] |R,μ>

is an orbital wave of true in-plane momentum K. The same definition is used for arsenic, although a probe with a momentum component along z also sees the alternating height, which these weights leave out. For even orbitals p = 1, and |q,μ> is this wave with K = q. For odd orbitals the sign is exp(iQ·R), so

|q,μ> = exp(−iQ·r_μ) |q+Q,μ)₀.

The prefactor does not depend on the site and has no effect on weights. An eigenstate with components u_μ(q) therefore has weight |u_μ|² at K = q if μ is even and at K = q+Q if μ is odd, up to reciprocal vectors of the one-iron lattice. This is the shift by (π,π).

Only the relative shift has meaning. One may use −σ_z in place of σ_z, which multiplies G(R) by (−1)^(n+m) = exp(iQ·R). Every label q then becomes q−Q, equivalent to q+Q. In that convention the odd orbitals appear unshifted and the even ones shifted. The measured momenta are the same, but two band plots made with different conventions are displaced by Q.

The shift also enters response calculations. Suppose a local operator turns orbital ν into orbital μ on the same atom and adds true momentum P. If the parities agree, q changes by P. If they differ, q changes by P+Q, because only one of the two orbitals has its true momentum displaced from its label. A five-orbital calculation that uses P for both cases is wrong even if its bands are exact.

**A case with two orbitals**

Keep one even and one odd orbital per iron. Let ε_e(K) and ε_o(K) be the band energies from equal-parity hopping at true momentum K, and let V(q) be the sum of the alternating hoppings. The sign p in the odd-odd element turns exp(iq·R) into exp[i(q+Q)·R], so the block is

| ε_e(q)   V(q) |
| V*(q)   ε_o(q+Q) |.

Define

M = [ε_e(q) + ε_o(q+Q)]/2,
Δ = [ε_e(q) − ε_o(q+Q)]/2,
S = √(Δ² + |V|²).

The condition (M+Δ−E)(M−Δ−E) = |V|² gives (E−M)² = Δ² + |V|², hence E± = M ± S. In the basis used, the projector on either level is ½[1 ± (H−M)/S], and its even-even element is the even weight:

w±(even, at q) = ½(1 ± Δ/S),
w±(odd, at q+Q) = ½(1 ∓ Δ/S).

One band thus leaves traces at two true momenta. Where V(q) = 0, the states can be chosen to have one parity and one true momentum. If V vanishes at every q, the one-iron translation is itself a symmetry of this model. When Δ = 0 and V is not zero, the weight is shared equally. Unfolding assigns each level one label q, but it does not remove the companion weight at q+Q.

**Return to the two-iron cell**

Split the sites into A, with n+m even, and B, with n+m odd. Let |k,A,μ> and |k,B,μ> be the normalized Bloch sums on each, with phases exp[ik·(R+r_μ)]. Then

|q=k,μ> = (|k,A,μ> + p_μ|k,B,μ>)/√2,
|q=k+Q,μ> = exp(iQ·r_μ)(|k,A,μ> − p_μ|k,B,μ>)/√2.

Both have the same true crystal momentum k, since exp(iQ·R) = 1 for every true lattice translation. The sixteen two-iron levels at k are therefore the eight levels of H(k) and the eight of H(k+Q).

**Numbers for a layer**

A model with the rough geometry of the layer in LaFeAsO has a = 2.85 angstrom and h = 1.32 angstrom. The displacement is

|Q| = √2 π/a = 1.56 1/angstrom = 15.6 1/nm.

The on-site energies are 0 eV for Fe d and −3 eV for As p. Hoppings follow the Slater-Koster angular rules and fall off exponentially over 1 angstrom; their strengths, listed in the numerical output, are round choices and not a fit. Unless stated otherwise, hoppings within the layer are cut off at 4.2 angstrom. A cutoff of 6.0 angstrom would move the levels tabulated below by up to 0.07 eV and their iron weights by up to 0.05, so the digits shown describe this model only.

On a periodic patch of 4 × 4 irons, the largest element of the commutator of H with the glide is 9 × 10⁻¹⁶ eV, which is rounding. With the bare translation it is 1.05 eV. A hopping that reverses sign changes by twice its size, so the largest alternating hopping is about 0.52 eV. Folding is not a weak effect here. At twelve random momenta, diagonalizing the 16 × 16 matrix and the two 8 × 8 blocks gives levels that agree to about 7 × 10⁻¹⁵ eV. Extending the hopping range from 4.2 to 6.0 angstrom leaves the agreement at that level.

The five upper levels with label q = k = (0.30, 0.11)π/a are:

E (eV) | Fe even at k | Fe odd at k+Q | As
−0.681 | 0.948 | 0.045 | 0.007
−0.108 | 0.804 | 0.118 | 0.078
0.359 | 0.811 | 0.174 | 0.015
0.919 | 0.212 | 0.546 | 0.242
1.128 | 0.076 | 0.655 | 0.270

Each row adds to one within rounding. These weights were obtained by projecting the two-iron eigenvectors on waves of true momentum; the largest weight found at the wrong momentum was 2 × 10⁻²⁷. The lowest three levels are mostly even and have most of their iron weight at k. The highest two are mostly odd and have it at k+Q = (1.30, 1.11)π/a, which is equivalent to (−0.70, −0.89)π/a. For the top level the iron weight at k+Q is 0.655/0.076 = 8.6 times that at k; with the 6.0 angstrom cutoff it is still about 5 times. Plotting this level at k because its label is k would misplace most of its iron character. A photoemission intensity also contains matrix elements, which these weights do not supply.

On a 20 × 20 momentum mesh the ten upper two-iron bands run from −0.85 to 1.35 eV, a width of 2.20 eV, and have a mean iron weight of 0.91. The six lower bands end at −2.82 eV. With the 6.0 angstrom cutoff both edges of the upper bands lie 0.06 eV lower, and their width is unchanged.

**Spin-orbit coupling**

A reflection also acts on spin. It is an inversion, which leaves spin alone, followed by a half-turn about z, which multiplies spin up and down by −i and +i. Apart from the common factor −i, this is the sign s = +1 for up and −1 for down. The common factor does not affect whether an operator commutes with H, so it can be dropped, and the parity becomes

P = p s, with P² = 1.

Spin-orbit coupling contains L_z S_z, which changes neither p nor s, and terms that flip the spin with L_x and L_y. Those two components are reversed by σ_z, so they flip p as well. The product P is conserved, and the earlier derivation holds with P in place of p. Unfolding remains exact, but spin-up even orbitals now share a label with spin-down even orbitals displaced by Q.

Without the coupling, the spinor block at q therefore contains H(q) for spin up and H(q+Q) for spin down. The coupling joins them. The iron part has ten spin-orbitals, and separate five-orbital blocks are no longer exact.

With coupling strengths of 0.05 eV on iron and 0.20 eV on arsenic, the mixing between spinor blocks is 10⁻¹⁵ eV on a 6 × 6 mesh. If the spinless glide is used instead, the coupling between blocks has norm 0.141 eV. This is the arsenic spin-flip element, (0.20/2)√2; the corresponding iron value is (0.05/2)√6 = 0.061 eV. Dropping the coupling between blocks shifts the upper bands by up to 0.034 eV on the 20 × 20 mesh, 1.5% of their width. The largest shift lies between mesh points: a finer search in momentum raises it to about 0.038 eV.

**Stacking the layers**

Let identical layers be stacked directly above each other at spacing c, with κ = k_z c. The reflection sends layer l to layer −l, and so κ to −κ. With coupling between nearest layers,

H(κ) = H₀ + W exp(iκ) + W† exp(−iκ)
= H₀ + (W+W†) cos κ + i(W−W†) sin κ.

Let g be the glide G(a,0) acting at fixed k. Since g H(κ) g⁻¹ = H(−κ), the first two terms commute with g and the last one anticommutes. The eigenvalues of g for labels k and k+Q differ by the factor exp(−iπ) = −1. An operator that anticommutes with g connects only states whose eigenvalues have opposite sign, which here means the two labels. Their mixing is thus proportional to sin κ. Unfolding is exact at κ = 0 and π, and the mixing is largest in size at κ = ±π/2. At the momentum of the table, the computed mixing vanished within rounding at 0 and π, and its value at π/6 was half that at π/2.

At c = 8.7 angstrom and κ = π/2, the mixing has norm 0.096 eV, yet the upper levels move by at most 0.0013 eV on the mesh and by about 0.002 eV between mesh points. In this case the model keeps only As-As bonds between layers. A matrix element between two upper states is then at most the norm times √(w w′), where w and w′ are their arsenic weights. With the mean weight 0.09 this bound is about 0.009 eV. Most elements are much smaller: over a momentum scan their root-mean-square size is 0.002 eV, although the largest, where the arsenic weight is higher, reaches 0.019 eV. Levels that are well separated move only in second order, and between levels less than 0.01 eV apart the scan found no element above 0.002 eV. With the same layer and hopping law but c reduced to 6.4 angstrom, the mixing is 0.51 eV and the level error 0.034 eV, which a finer search in momentum leaves unchanged. The level error does not peak where the mixing does, because the cos κ term also moves the levels: over values of κ from 0.35π to 0.65π it rises from 0.025 to 0.043 eV. Both stacks omit bonds between layers longer than 7.2 angstrom. Extending that cutoff to 12 angstrom raises the two mixings to about 0.11 and 0.55 eV and changes the largest level errors by less than 0.002 eV.

**Inequivalent arsenic planes**

A substrate can make the upper and lower arsenic different. Lowering one of the two heights by 0.05 angstrom gives a block mixing of 0.052 eV and an upper-band error of 0.025 eV.

A perpendicular field does the same through the potential. A field of 1 MV/cm is 0.01 V/angstrom, so the arsenic energies shift by ±0.01 × 1.32 = ±0.0132 eV. An energy that is opposite on A and B turns (A+pB)/√2 into (A−pB)/√2, and the mixing is therefore 0.0132 eV. The upper-band error is 0.003 eV. Screening, which would reduce the field inside the layer, is left out.

**The real compound**

The distances and the 8.7 angstrom spacing are roughly those of LaFeAsO; the energies are less typical. Density-functional iron bands in this compound are roughly 4 eV wide, against 2.2 eV here, and the model's gap of about 2 eV between the upper and lower bands is much too large. The table is therefore not a prediction of its bands. The glide argument does not depend on these values, but the error sizes do. Among the effects computed here that mix the labels q and q+Q, spin-orbit coupling and the hypothetical stack at 6.4 angstrom give the largest level errors, between 0.03 and 0.04 eV each when the stack is taken at κ = π/2; at κ = 0.65π the stack reaches 0.043 eV. With the 6.0 angstrom cutoff within the layers these two remain the largest, but the level errors on the 20 × 20 mesh change by up to 0.007 eV. A finer search in momentum then gives about 0.041 eV for spin-orbit coupling and 0.048 eV for the 6.4 angstrom stack at κ = π/2, and the error of the 8.7 angstrom stack roughly doubles, to about 0.004 eV. The figure for the 8.7 angstrom stack omits hopping through the LaO spacer and may be too small. Magnetic order, which the undoped compound develops at low temperature, and electron correlation are not sized. For a nonmagnetic calculation that must resolve splittings of a few hundredths of an eV, the spinor blocks or the full two-iron cell with spin are needed. At general k_z only the full two-iron cell is exact. For coarser features of a single nonmagnetic layer, the five-band zone is adequate if its Hamiltonian reproduces the upper bands and odd orbitals are displaced by Q before comparison with true momentum.

Calculated quantities

```
Fe-Fe distance a = 2.85 angstrom, As height h = 1.32 angstrom
Fe-As distance = 2.409 angstrom
on-site energies: Fe d 0.0, As p -3.0 eV
dd sigma, pi, delta = (-0.35, 0.2, -0.05) eV at 2.85 angstrom
pd sigma, pi = (-1.0, 0.5) eV at 2.41 angstrom
pp sigma, pi = (0.5, -0.1) eV at 3.90 angstrom
hopping decay length 1.0, range 4.2 angstrom
|Q| = 1.5589 1/angstrom = 15.589 1/nm
parities xy, x2-y2, z2, xz, yz: [ 1  1  1 -1 -1]
parities As x, y, z: [ 1  1 -1]
torus: largest element of [H,glide] = 8.9e-16 eV
torus: largest element of [H,translation] = 1.049 eV
torus: its equal-parity part = 8.3e-16 eV
unfolding error, range 4.2 angstrom: 7.1e-15 eV
unfolding error, range 6.0 angstrom: 6.2e-15 eV
levels with label q = k = (0.30, 0.11) pi/a:
E (eV) | Fe even weight at k | Fe odd weight at k+Q | As weight
 -0.6809 | 0.9484 | 0.0445 | 0.0071
 -0.1082 | 0.8040 | 0.1183 | 0.0777
  0.3592 | 0.8106 | 0.1740 | 0.0154
  0.9192 | 0.2124 | 0.5458 | 0.2418
  1.1279 | 0.0759 | 0.6546 | 0.2695
largest weight at the wrong momentum = 2.4e-27
ten upper bands: -0.854 to 1.346 eV
top of six lower bands: -2.824 eV
mean Fe weight of ten upper bands = 0.912
spin-orbit strengths: Fe 0.05, As 0.20 eV
block mixing with spinor glide = 1.1e-15 eV
layer spacings: 8.7 and 6.4 angstrom
As height mismatch = 0.05 angstrom
field = 1.0 MV/cm, As energies +/- 0.0132 eV
effect: block mixing | upper-band error | mesh 10 to 20 change (eV)
spin-orbit, spinless glide: 0.14142 | 0.03357 | 0.00905
stack with spacer, kz c=pi/2: 0.09550 | 0.00130 | 0.00000
closer stack, kz c=pi/2: 0.51444 | 0.03352 | 0.00644
As height mismatch: 0.05158 | 0.02462 | 0.00184
perpendicular field: 0.01320 | 0.00326 | 0.00032
```
